# Plasma index change in silicon with only the [001] valleys filled: verification in Python

```python
# Result under test: with all Si electrons in the two [001] valleys,
#   dn_i = -e^2 lambda^2 N / (8 pi^2 c^2 eps0 n m_i),
# m_i = ml for light polarised along [001], mt across it; ratio = mt/ml.
# N: electron density, n: background index, lambda: vacuum wavelength.
# Masses are in units of the free-electron mass. Axis z is [001].
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

e, m0, hbar, c, eps0 = (const.e, const.m_e, const.hbar, const.c,
                        const.epsilon_0)
# Rough typical inputs for a strained silicon film
ml, mt, n0 = 0.916, 0.19, 3.48
density_cm3, wavelength_nm, temperature = 1e18, 1550.0, 300.0
strain_xx, c12_over_c11, xi_u = 0.01, 0.385, 9.0
p11, p12 = -0.09, 0.017
mobility_cm2, film_nm = 300.0, 15.0
band_gap_up, coupling_mass = 0.50, 0.235

N = density_cm3 * 1e6
wavelength = wavelength_nm * 1e-9
omega = 2 * np.pi * c / wavelength
photon = hbar * omega / e
kT = const.k * temperature / e
masses = np.array([mt, mt, ml])

# Strain splitting and Fermi-Dirac valley populations
strain_zz = -2 * c12_over_c11 * strain_xx
splitting = xi_u * (strain_xx - strain_zz)
k_scale = np.sqrt(m0 * kT * e) / hbar


def valley_density(eta):
    """Electrons per volume in one valley, from the density of states."""
    integral = quad(lambda u: 2 * u * u * expit(eta - u * u), 0, 9)[0]
    dos = np.sqrt(2 * ml * mt**2) / np.pi**2
    return dos * k_scale**3 * integral


eta_two = brentq(lambda h: 2 * valley_density(h) / N - 1, -15, 10)
eta_six = brentq(lambda h: (2 * valley_density(h)
                 + 4 * valley_density(h - splitting / kT)) / N - 1, -15, 10)
fraction4 = 4 * valley_density(eta_six - splitting / kT) / N
boltzmann = 2 * np.exp(-splitting / kT)
assert abs(fraction4 / (1 - fraction4) / boltzmann - 1) < 0.06

# Weight tensor from its definition: momentum sum of (-df/dE) v_i v_j
axes = [np.linspace(-9, 9, 73) * np.sqrt(m) for m in masses]
q = np.array(np.meshgrid(*axes, indexing="ij"))
energy = sum(q[i]**2 / (2 * masses[i]) for i in range(3))
fermi = expit(eta_two - energy)
velocity = np.array([q[i] / masses[i] for i in range(3)])
cell = np.prod([a[1] - a[0] for a in axes])
grid_density = 4 * fermi.sum() * cell * (k_scale / (2 * np.pi))**3
assert abs(grid_density / N - 1) < 1e-5
weight = np.einsum("iabc,jabc,abc->ij", velocity, velocity,
                   fermi * (1 - fermi)) / fermi.sum()
assert np.allclose(weight, np.diag(1 / masses), rtol=1e-5, atol=1e-8)


# Trajectory in an oscillating field tilted between x and z.
# Time unit 1/omega, momentum unit e*field/omega.
def in_phase_displacement(inverse_omega_tau):
    field = np.array([1.0, 0.0, 1.0]) / np.sqrt(2)

    def kinetic(p):
        return np.sum(p**2 / (2 * masses))

    def rate(t, state):
        p = state[:3]
        h = 1e-3
        v = [(kinetic(p + h * a) - kinetic(p - h * a)) / (2 * h)
             for a in np.eye(3)]
        force = -field * np.cos(t) - inverse_omega_tau * p
        return np.concatenate([force, v])

    times = 2 * np.pi * (12 + np.arange(512) / 128)
    run = solve_ivp(rate, (0, 2 * np.pi * 16), np.zeros(6), t_eval=times,
                    method="DOP853", rtol=1e-9, atol=1e-10)
    assert run.success
    projected = 2 * np.mean(run.y[3:] * np.cos(times), axis=1)
    return projected[[0, 2]] / field[[0, 2]]


assert np.allclose(in_phase_displacement(0.0), [1 / mt, 1 / ml], rtol=1e-5)
assert np.allclose(in_phase_displacement(0.2),
                   np.array([1 / mt, 1 / ml]) / (1 + 0.2**2), rtol=1e-4)


# Plane-wave indices from the full dielectric tensor
def mode_indices(epsilon, direction):
    """Two indices, ascending, for a wave travelling along direction."""
    s = np.array(direction, float)
    s /= np.linalg.norm(s)
    transverse = np.linalg.svd(s.reshape(1, 3))[2][1:]
    block = transverse @ np.linalg.inv(epsilon) @ transverse.T
    return np.sort(1 / np.sqrt(np.linalg.eigvalsh(block)))


plasma_ratio = N * e**2 / (eps0 * m0 * omega**2)
delta_eps = -plasma_ratio * weight
with_carriers = n0**2 * np.eye(3) + delta_eps
exact_across, exact_along = mode_indices(with_carriers, [1, 0, 0]) - n0
prefactor = -e**2 * wavelength**2 * N / (8 * np.pi**2 * c**2 * eps0 * n0 * m0)
dn_along, dn_across = prefactor / ml, prefactor / mt
ratio = dn_along / dn_across
assert abs(exact_along / dn_along - 1) < 1e-3
assert abs(exact_across / dn_across - 1) < 1e-3
assert abs(exact_along / exact_across / (mt / ml) - 1) < 1e-3
assert np.allclose(mode_indices(with_carriers, [1, 1, 0]) - n0,
                   [exact_across, exact_along], rtol=1e-6)
assert np.allclose(mode_indices(with_carriers, [0, 0, 1]) - n0,
                   exact_across, rtol=1e-6)


# Explicit sum over valleys with chosen populations of x, y, z pairs
def mean_inverse_mass(populations):
    total = np.zeros((3, 3))
    for share, axis in zip(populations, np.eye(3)):
        along_axis = np.outer(axis, axis)
        total += share * (along_axis / ml + (np.eye(3) - along_axis) / mt)
    return total


unstrained = mean_inverse_mass([1 / 3] * 3)
inverse_mc = (1 / ml + 2 / mt) / 3
assert np.allclose(unstrained, inverse_mc * np.eye(3))
eps_unstrained = n0**2 * np.eye(3) - plasma_ratio * unstrained
exact_unstrained = mode_indices(eps_unstrained, [1, 2, 3])[0] - n0
dn_unstrained = prefactor * inverse_mc
assert abs(exact_unstrained / dn_unstrained - 1) < 1e-3
assert abs((exact_along + 2 * exact_across) / (3 * exact_unstrained) - 1) < 1e-3

# Neglected: electrons left in the four other valleys
leaky = mean_inverse_mass([fraction4 / 2, fraction4 / 2, 1 - fraction4])
ratio_leaky = leaky[2, 2] / leaky[0, 0]

# Neglected: static strain birefringence of the background
strain = np.array([strain_xx, strain_xx, strain_zz])
impermeability = 1 / n0**2 + (p11 - p12) * strain + p12 * strain.sum()
n_static = 1 / np.sqrt(impermeability)
background = np.diag(n_static**2)
shifts = (mode_indices(background + delta_eps, [1, 0, 0])
          - mode_indices(background, [1, 0, 0]))
ratio_background = shifts[0] / shifts[1]  # z mode has the lower index
assert n_static[2] < n_static[0]
assert abs(ratio_background / (mt / ml * n_static[0] / n_static[2]) - 1) < 1e-3

# Neglected: scattering and film quantisation
tau = mobility_cm2 * 1e-4 * mt * m0 / e
omega_tau = omega * tau
level_step = 3 * (np.pi * hbar / (film_nm * 1e-9))**2 / (2 * ml * m0) / e


# Neglected: virtual transitions to the next conduction band.
# Momenta are in sqrt(eV) with the free-electron mass set to one.
def two_band(qx, qy):
    w = qx * qy / coupling_mass
    base = (qx**2 + qy**2) / (2 * mt)
    h = np.empty(np.shape(w) + (2, 2))
    h[..., 0, 0], h[..., 1, 1] = base - band_gap_up / 2, base + band_gap_up / 2
    h[..., 0, 1] = h[..., 1, 0] = w
    levels, vectors = np.linalg.eigh(h)
    lower, upper = vectors[..., :, 0], vectors[..., :, 1]
    v12 = (qy / coupling_mass) * (lower[..., 0] * upper[..., 1]
                                  + lower[..., 1] * upper[..., 0])
    return levels, v12


sample_x, sample_y, step = 0.06, 0.08, 1e-3
levels, v12 = two_band(sample_x, sample_y)
low = [two_band(sample_x + d, sample_y)[0][0] for d in (-step, 0, step)]
curvature = (low[0] - 2 * low[1] + low[2]) / step**2
static_sum = 1 / mt - 2 * v12**2 / (levels[1] - levels[0])
assert abs(curvature / static_sum - 1) < 1e-4


def leading_change(thermal):
    return (2 * (mt / coupling_mass)**2 * thermal * band_gap_up
            / (photon**2 - band_gap_up**2))


cold = 0.002  # eV, small enough for the leading order to hold
line = np.linspace(-7, 7, 81) * np.sqrt(mt * cold)
qx, qy = np.meshgrid(line, line, indexing="ij")
levels, v12 = two_band(qx, qy)
occupation = np.exp(-(levels[..., 0] + band_gap_up / 2) / cold)
gaps = levels[..., 1] - levels[..., 0]
response = 2 * v12**2 * gaps / (photon**2 - gaps**2)
numerical_change = mt * np.sum(occupation * response) / occupation.sum()
assert abs(numerical_change / leading_change(cold) - 1) < 0.02

# Thermal spread of the band separation along the valley axis
spread = band_gap_up * np.sqrt(2 * kT / band_gap_up)


def gap_weight(g):
    return (np.exp(-(g - band_gap_up)**2 / (2 * spread**2))
            / (spread * np.sqrt(2 * np.pi)))


upper_gap = 2 * photon
norm = quad(gap_weight, 0, upper_gap)[0]
resonant = -quad(gap_weight, 0, upper_gap, weight="cauchy", wvar=photon)[0]
regular = quad(lambda g: gap_weight(g) / (photon + g), 0, upper_gap)[0]
spread_change = ((mt / coupling_mass)**2 * kT * (resonant - regular) / norm)
ratio_combined = (ratio_leaky * n_static[0] / n_static[2]
                  / (1 + spread_change))

print(f"longitudinal mass ml = {ml:.3f} m0")
print(f"transverse mass mt = {mt:.3f} m0")
print(f"background index n = {n0:.2f}")
print(f"electron density N = {density_cm3:.2e} cm^-3")
print(f"vacuum wavelength = {wavelength_nm:.0f} nm")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"angular frequency = {omega:.4e} rad/s")
print(f"photon energy = {photon:.4f} eV")
print(f"N e^2/(eps0 m0 omega^2) = {plasma_ratio:.4e}")
print(f"permittivity change along [001] = {delta_eps[2, 2]:.4e}")
print(f"permittivity change across [001] = {delta_eps[0, 0]:.4e}")
print(f"index change along [001], formula = {dn_along:.4e}")
print(f"index change across [001], formula = {dn_across:.4e}")
print(f"index change along [001], full root = {exact_along:.4e}")
print(f"index change across [001], full root = {exact_across:.4e}")
print(f"ratio along/across, formula = {ratio:.4f}")
print(f"ratio along/across, full root = {exact_along / exact_across:.4f}")
print(f"carrier birefringence along-across = {dn_along - dn_across:.4e}")
print(f"unstrained conductivity mass = {1 / inverse_mc:.4f} m0")
print(f"unstrained index change = {dn_unstrained:.4e}")
print(f"in-plane strain = {100 * strain_xx:.2f} %")
print(f"elastic ratio C12/C11 = {c12_over_c11:.3f}")
print(f"strain along [001] = {100 * strain_zz:.2f} %")
print(f"deformation potential = {xi_u:.1f} eV")
print(f"valley splitting = {splitting:.4f} eV")
print(f"Fermi level above [001] valley edge = {eta_two:.2f} kT")
print(f"fraction in four other valleys = {100 * fraction4:.3f} %")
print(f"ratio with those electrons = {ratio_leaky:.4f}")
print(f"photoelastic p11 = {p11:.3f}, p12 = {p12:.3f}")
print(f"static index across [001] = {n_static[0]:.4f}")
print(f"static index along [001] = {n_static[2]:.4f}")
print(f"ratio with static birefringence = {ratio_background:.4f}")
print(f"mobility across [001] = {mobility_cm2:.0f} cm2/Vs")
print(f"scattering time = {tau * 1e15:.1f} fs")
print(f"omega tau = {omega_tau:.1f}")
print(f"scattering correction = {100 / (1 + omega_tau**2):.3f} %")
print(f"film thickness = {film_nm:.0f} nm")
print(f"first film level spacing = {1000 * level_step:.2f} meV")
print(f"next-band separation = {band_gap_up:.2f} eV")
print(f"interband coupling mass M = {coupling_mass:.3f} m0")
print(f"two-band test at kT = {1000 * cold:.1f} meV:")
print(f"  across change, diagonalized = {100 * numerical_change:.4f} %")
print(f"  across change, leading formula = {100 * leading_change(cold):.4f} %")
print(f"across change at 300 K, fixed gap = {100 * leading_change(kT):.2f} %")
print(f"thermal spread of separation = {spread:.3f} eV")
print(f"across change at 300 K, spread gap = {100 * spread_change:.2f} %")
print(f"ratio with main corrections combined = {ratio_combined:.4f}")
print("verified")
```

Running it gives:

```
longitudinal mass ml = 0.916 m0
transverse mass mt = 0.190 m0
background index n = 3.48
electron density N = 1.00e+18 cm^-3
vacuum wavelength = 1550 nm
temperature = 300 K, kT = 0.02585 eV
angular frequency = 1.2153e+15 rad/s
photon energy = 0.7999 eV
N e^2/(eps0 m0 omega^2) = 2.1550e-03
permittivity change along [001] = -2.3526e-03
permittivity change across [001] = -1.1342e-02
index change along [001], formula = -3.3802e-04
index change across [001], formula = -1.6296e-03
index change along [001], full root = -3.3804e-04
index change across [001], full root = -1.6300e-03
ratio along/across, formula = 0.2074
ratio along/across, full root = 0.2074
carrier birefringence along-across = 1.2916e-03
unstrained conductivity mass = 0.2582 m0
unstrained index change = -1.1991e-03
in-plane strain = 1.00 %
elastic ratio C12/C11 = 0.385
strain along [001] = -0.77 %
deformation potential = 9.0 eV
valley splitting = 0.1593 eV
Fermi level above [001] valley edge = -2.17 kT
fraction in four other valleys = 0.436 %
ratio with those electrons = 0.2112
photoelastic p11 = -0.090, p12 = 0.017
static index across [001] = 3.4983
static index along [001] = 3.4584
ratio with static birefringence = 0.2098
mobility across [001] = 300 cm2/Vs
scattering time = 32.4 fs
omega tau = 39.4
scattering correction = 0.064 %
film thickness = 15 nm
first film level spacing = 5.47 meV
next-band separation = 0.50 eV
interband coupling mass M = 0.235 m0
two-band test at kT = 2.0 meV:
  across change, diagonalized = 0.3372 %
  across change, leading formula = 0.3354 %
across change at 300 K, fixed gap = 4.33 %
thermal spread of separation = 0.161 eV
across change at 300 K, spread gap = 5.80 %
ratio with main corrections combined = 0.2020
verified
```
